# Screening Channels in Hubbard U and J from Response-Matrix Inversion

## Definitions and conventions

Let the vector $N$ list the spin-resolved occupations $N_{i\sigma}$ of all orbitals, and let $v$ be the conjugate potentials, so that a perturbation adds $v^TN$ to the energy. The treatment is static and collinear, with a gapped, stable ground state and fixed electron numbers $N_\uparrow,N_\downarrow$. In a density-functional calculation $N$ would list all independent real components of the density matrix; the algebra is the same.

Two responses are needed:

- $X_0$ is the response when the Hartree-exchange-correlation (Hxc) potential is frozen. It is symmetric and negative semidefinite.
- $X$ is the self-consistent response.

The kernel $F$ is the second derivative of the Hxc energy with respect to $N$. Since the Hxc potential changes by $F\,\delta N$,

$$\delta N=X_0(v+F\,\delta N),\qquad X=X_0+X_0FX. \tag{1}$$

We perturb and observe a retained set of channels, the columns of a matrix $A$. The potential is $v=A\alpha$, and the retained occupations are $n_A=A^T\delta N$. Their responses are

$$x_0=A^TX_0A,\qquad x=A^TXA,\qquad K_A=x_0^{-1}-x^{-1}. \tag{2}$$

On one atom use $n=n_\uparrow+n_\downarrow$ and $m=n_\uparrow-n_\downarrow$. The potential conjugate to $n$ acts equally on both spins; the one conjugate to $m$ acts with opposite signs. Define

$$U=K_{nn},\qquad J=-K_{mm}.$$

Because $n_\uparrow=(n+m)/2$ and $n_\downarrow=(n-m)/2$, a spin kernel $f_{\sigma\sigma'}$ gives

$$U=\tfrac14(f_{\uparrow\uparrow}+f_{\uparrow\downarrow}+f_{\downarrow\uparrow}+f_{\downarrow\downarrow}),\qquad J=-\tfrac14(f_{\uparrow\uparrow}-f_{\uparrow\downarrow}-f_{\downarrow\uparrow}+f_{\downarrow\downarrow}).$$

The inversions to compare differ in $A$:

- Scalar: $\{n_I\}$ for $U$, or $\{m_I\}$ for $J$, on one atom $I$.
- Atom block: $\{n_I,m_I\}$.
- Spin-summed site matrix: $n$ on all probed atoms (or $m$ on all of them).
- Full matrix: $n$ and $m$ on all probed atoms.

## What an inversion leaves inside

Assume $x_0$ is invertible and define

$$L=X_0A\,x_0^{-1},\qquad P=X_0-Lx_0L^T. \tag{3}$$

$L$ is the pattern of all occupations that accompanies a unit change of the retained ones at frozen interaction. $P$ is the frozen-interaction response that remains when the retained occupations are held fixed. These readings follow from

$$A^TL=x_0x_0^{-1}=1,\qquad A^TP=A^TX_0-x_0L^T=A^TX_0-A^TX_0=0,$$

and, by symmetry, $PA=0$.

Insert $X_0=P+Lx_0L^T$ and $v=A\alpha$ into (1). With $PA=0$ and $L^TA=1$,

$$\delta N=PF\,\delta N+Lx_0w,\qquad w=\alpha+L^TF\,\delta N.$$

Multiplying by $A^T$ gives $n_A=x_0w$. Hence

$$\delta N=(1-PF)^{-1}L\,n_A .$$

Put this into $w$:

$$x_0^{-1}n_A=w=\alpha+L^TF(1-PF)^{-1}L\,n_A .$$

Since $\alpha=x^{-1}n_A$, comparison with (2) yields

$$\boxed{K_A=L^TWL,\qquad W=F(1-PF)^{-1}=(1-FP)^{-1}F.} \tag{4}$$

The two forms of $W$ agree because $(1-FP)F=F(1-PF)$. Every channel outside $A$ can enter $K_A$ in two ways: it is dragged along through $L$, and it polarizes further through $P$.

## Direct, drag and residual parts

To say what "bare" means, we must specify how a retained occupation is changed with the other coordinates fixed. Take $D=A(A^TA)^{-1}$, for which $A^TD=1$. For one atom's charge, $D$ puts half an electron in each spin. Then

$$K_A=\underbrace{D^TFD}_{\text{direct}}+\underbrace{L^TFL-D^TFD}_{\text{drag}}+\underbrace{L^T(W-F)L}_{\text{residual}}. \tag{5}$$

The residual part has a definite sign. Write $X_0=-CC^T$. Stability means $1+C^TFC>0$. Let $Q$ be the orthogonal projector onto the columns of $C^TA$. Then $Lx_0L^T=-CQC^T$, so

$$P=-BB^T,\qquad B=C(1-Q).$$

For any nonzero $y$, with $z=(1-Q)y$,

$$y^T(1+B^TFB)y=|Qy|^2+z^T(1+C^TFC)z>0.$$

Thus $1-PF=1+BB^TF$ is invertible, since its determinant equals that of $1+B^TFB$. From $W=F+FPW$,

$$W-F=-FB(1+B^TFB)^{-1}B^TF\le0. \tag{6}$$

Residual polarization therefore cannot raise $U=K_{nn}$, and cannot lower $J=-K_{mm}$. Drag has no such fixed sign. It is thus incorrect to regard everything left inside $U$ as a reduction.

If the interaction acts only among retained channels, $F=AkA^T$, then $PF=0$ and $K_A=L^TAkA^TL=k$. Hybridization with noninteracting surroundings leaves no contribution after inversion. An omitted channel matters through its interaction with itself, with other omitted channels or with the retained set.

## Moving between the choices

Let $A$ be a subset of a larger retained set $R$. Multiplying $\alpha_R=x_R^{-1}n_R=(x_{0,R}^{-1}-K_R)n_R$ by $x_{0,R}$ gives

$$n_R=x_{0,R}(\alpha_R+K_Rn_R).$$

This has the form of (1), so (4) applies again with $X_0\to x_{0,R}$ and $F\to K_R$. Full, block and scalar results are successive eliminations from the same response.

For one atom, start from the block kernel and eliminate $m$. Let $\chi^0$ denote the atom's frozen response and define

$$t=\frac{\chi^0_{mn}}{\chi^0_{nn}},\qquad p=\chi^0_{mm}-\frac{(\chi^0_{mn})^2}{\chi^0_{nn}}\le0.$$

The moment obeys $m=tn+p(K_{mn}n+K_{mm}m)$. Solving for $m/n$ and subtracting $t$,

$$\frac mn-t=\frac{p(K_{mn}+tK_{mm})}{1-pK_{mm}}.$$

With $L=(1,t)^T$, the scalar kernel is $L^TK(1,m/n)^T$:

$$U_{\rm scalar}=K_{nn}+2tK_{nm}+t^2K_{mm}+\frac{p(K_{nm}+tK_{mm})^2}{1-pK_{mm}}. \tag{7}$$

If $K_{nm}=0$ and $K_{mm}=-J$, the last two terms combine:

$$U_{\rm scalar}=U-Jt^2\left(1-\frac{pJ}{1+pJ}\right)=U-\frac{Jt^2}{1+pJ}. \tag{8}$$

Stability gives $1+pJ>0$, so for $J>0$ and $t\ne0$ own-spin relaxation lowers $U$ in this case.

The scalar $J$ follows by exchanging $n$ and $m$. The frozen response is diagonal in spin, hence $\chi^0_{nn}=\chi^0_{mm}$ and the same $t$ and $p$ appear. For $K_{nm}=0$,

$$J_{\rm scalar}=J-\frac{Ut^2}{1-pU}. \tag{9}$$

Here the large charge interaction enters a quantity meant to describe exchange. $J_{\rm scalar}$ can become negative even when $J>0$.

In a nonmagnetic state, with equal up and down occupations on every orbital, $\chi^0_{nm}=K_{nm}=0$. (Equal totals $N_\uparrow=N_\downarrow$, as in an antiferromagnet, are not enough.) Then $t=0$, and scalar and block inversion give the same $U$. The spin-summed site matrix and the full matrix also agree for $U$.

The channels left inside are therefore:

| Retained | Eliminated, hence left inside |
|---|---|
| own $n$ | own $m$; other atoms; unprobed orbitals |
| own $n,m$ | other atoms; unprobed orbitals |
| all $n$ | all $m$; unprobed orbitals |
| all $n,m$ | unprobed orbitals |

Scalar inversion for $J$ similarly leaves the atom's own charge inside. In a density-functional calculation, "unprobed orbitals" includes changes of shape within the correlated subspace that the probes do not resolve.

## Particle conservation

At fixed particle number a uniform potential produces no response. With $\mathbf 1$ the vector representing this potential (all ones for orbital occupations), $X_0\mathbf 1=0$, and (3) gives $\mathbf 1^TL=0$ and $\mathbf 1^TP=0$. An electron added to a retained atom is necessarily removed elsewhere.

Add a constant $c$ to all charge interactions, $F\to F+c\,\mathbf 1\mathbf 1^T$. Then $PF$ is unchanged, and the added term in $L^TF(1-PF)^{-1}L$ vanishes because $L^T\mathbf 1=0$. The direct part of $U$ rises by $c$, while drag cancels it. The split (5) thus depends on the zero of the interaction, although $K_A$ does not.

If all orbitals are probed, $x_0=A^TX_0A$ inherits the zero modes of $X_0$, so the ordinary inverse in (2) does not exist. The full-matrix inversion here needs unprobed orbitals that can exchange charge with the probed ones.

A closed, nonmagnetic pair of sites shows how strong drag can be. Retaining $n_1$ fixes $n_2$, so no residual charge polarization is left, and the charge pattern is $(1,-1)$. Spin decouples by symmetry. Therefore

$$U_{\rm scalar}=U_1+U_2-2V. \tag{10}$$

For $U_1=6$, $U_2=5$ and $V=2$ eV this is 7 eV, larger than $U_1$. The finite-difference response gives the same value.

## A magnetic ring

The example is a model ring $M$–$L$–$M$–$L$–… with four magnetic sites $M$ and four ligands $L$, one orbital each. Energies are in eV, the customary unit for $U$. The nearest-neighbour hopping has magnitude 1.2, and the onsite levels are 0 for $M$ and $-3$ for $L$. The interaction energy is quadratic in the deviations from reference occupations (one half per spin on $M$, one per spin on $L$), with

$$F_{i\sigma,j\sigma'}=V_{ij}-\sigma\sigma'J_i\delta_{ij},\qquad V_{ii}=U_i,$$

where $\sigma=\pm1$. The parameters are $U_M=6$, $U_L=5$, $J_M=1.5$ and $J_L=0.5$; $V=2$ between nearest neighbours, 1 between next-nearest neighbours and zero beyond. Six electrons of each spin give an antiferromagnetic mean-field state with moment 0.87 on $M_0$ and a gap of 2.25 eV. Only the $M$ sites are probed.

The responses on $M_0$, in eV$^{-1}$, are

| | $nn$ | $nm$ | $mm$ |
|---|---:|---:|---:|
| frozen | −0.060549 | 0.038833 | −0.060549 |
| self-consistent | −0.048329 | 0.033668 | −0.060220 |

Scalar inversion gives

$$U=-\frac1{0.060549}+\frac1{0.048329}=-16.516+20.692=4.18\ \text{eV}.$$

For the block, the determinants are $0.060549^2-0.038833^2=0.0021582$ and $0.048329\times0.060220-0.033668^2=0.0017768$ eV$^{-2}$. Thus

$$U=-\frac{0.060549}{0.0021582}+\frac{0.060220}{0.0017768}=-28.055+33.892=5.84\ \text{eV}.$$

The four choices for $U$ decompose as follows, in eV; the direct part is 6 in each case.

| Retained | Drag | Residual | $U$ |
|---|---:|---:|---:|
| own $n$ | −1.71 | −0.11 | 4.18 |
| own $n,m$ | −0.00 | −0.16 | 5.84 |
| all $n$ | −1.92 | −0.09 | 3.98 |
| all $n,m$ | −0.39 | −0.06 | 5.55 |

In hartree, the scalar, block and full results are 0.153, 0.214 and 0.204. These numbers belong to the eight-site ring. For rings of 24 and 32 sites at the same filling the four values are 4.19, 5.79, 3.87 and 5.29 eV: the order is unchanged, but the full result moves by 0.26 eV.

## Reading the differences

**Own spin.** The frozen response gives $t=-0.038833/0.060549=-0.641$ and $p=-0.0356$ eV$^{-1}$: charge added to $M_0$ reduces its moment. The block kernel has $K_{nm}=0.955$ and $K_{mm}=-0.856$ eV. The terms added to $K_{nn}$ in (7) are

$$2tK_{nm}+t^2K_{mm}=-1.225-0.352=-1.577\ \text{eV},$$

$$\frac{p(K_{nm}+tK_{mm})^2}{1-pK_{mm}}=\frac{-0.0356\,(0.955+0.549)^2}{0.969}=-0.083\ \text{eV}.$$

They take the block value 5.84 to the scalar value 4.18 eV. The larger contribution comes from $K_{nm}$, which is absent from $F$ and is generated by eliminating other sites. If the frozen response is kept but only the interaction on $M_0$ acts on the changes, (8) gives $6-1.5(0.641)^2/(1-0.0535)=5.35$ eV, a smaller reduction.

**Other magnetic atoms.** Going from full to block inversion raises $U$ from 5.55 to 5.84 eV. The drag of the other $M$ atoms contributes $+0.38$ eV and their residual polarization $-0.09$ eV. Retaining fewer channels therefore need not give a smaller $U$. The full matrix also keeps the coupling between $M_0$ and the next magnetic site as a separate element, 0.75 eV, reduced from the direct value of 1 eV (it falls to 0.40 eV in rings of 24 and 32 sites).

**Ligands.** In the full inversion, one electron added to $M_0$ removes 0.523 electron from its two near ligands and 0.477 from the two far ones. Reflection symmetry divides each amount equally: $q_1=-0.2616$ per near ligand and $q_2=-0.2384$ per far ligand. The far ligands have no direct coupling to $M_0$. The charge part of the drag is

$$2V_{ML}(2q_1)+U_L(2q_1^2+2q_2^2)+2V_{LL}(q_1^2+q_2^2+2q_1q_2),$$

where $V_{ML}=2$ and $V_{LL}=1$ eV. Its three terms are $-2.093+1.253+0.500=-0.340$ eV. The remaining $-0.048$ eV comes from the induced ligand moments through $-J_L\sum_L m_L^2$.

**The exchange parameter.** The values of $J$ differ more strongly:

| Retained | $J$ (eV) |
|---|---:|
| own $m$ | −0.09 |
| own $n,m$ | 0.86 |
| all $m$ | −0.81 |
| all $n,m$ | 1.19 |

Exchanging $n$ and $m$ in (7) adds to $K_{mm}=-0.856$ the terms $2tK_{nm}=-1.225$, $t^2K_{nn}=2.400$ and a residual of $-0.229$ eV. The sum is $K_{mm}=0.090$ eV, hence $J=-0.09$ eV. The negative value expresses the cost of charge that moves with the moment; the direct exchange parameter in the model remains positive. For rings of 24 and 32 sites the four values of $J$ are $-0.02$, 0.92, $-0.69$ and 1.10 eV, so the scalar value is then only just negative.

In a nonmagnetic state of the same ring with four electrons per spin and reference occupation zero on $M$, scalar and block inversion both give 4.82 eV. The two site-matrix choices both give 4.96 eV. This tests the decoupling derived above, and again shows that eliminating other atoms can change $U$ in either direction: here it lowers it.

## Choosing and using the kernel

Suppose a quadratic correction with kernel $C_A$ is added in the retained variables, arranged so that its first derivative vanishes at the reference state. It adds the potential $C_An_A$, so the external potential needed for a given $n_A$ becomes $(x^{-1}-C_A)n_A$. Choosing $C_A=-K_A$ gives

$$x_{\rm corrected}^{-1}=x^{-1}+K_A=x_0^{-1}.$$

The correction removes the interaction curvature in precisely the retained variables. This gives a consistency rule at linear response:

- A correction in one atom's charge alone matches the scalar $U$.
- A correction in one atom's charge and moment matches the block, including $K_{nm}$.
- Corrections in the charges of all probed atoms match the spin-summed site matrix, including its intersite elements.
- Corrections in the charges and moments of all probed atoms match the full matrix, again including its intersite elements.

Keeping only $U$ and $J$ from a magnetic block discards $K_{nm}$, here 0.95 eV for the block and 0.53 eV for the full matrix. If the correction changes the ground state, the responses must be recomputed there. The rule concerns quadratic curvature and does not establish that a particular Hubbard functional gives accurate energies. The usual spin-resolved Hubbard term is not a correction in the charge alone: for one orbital its quadratic part is $-\tfrac U2\sum_\sigma n_\sigma^2=-\tfrac U4(n^2+m^2)$. Applied to $M_0$ with the scalar $U$ of 4.18 eV, it leaves a scalar charge kernel of 0.99 eV.

Larger inversions also demand more accurate responses. An error $\delta x_0$ changes the inverse by $-x_0^{-1}\delta x_0x_0^{-1}$ to first order. The smallest response eigenvalue among the $M$ channels has magnitude 0.0113 eV$^{-1}$, so an error of $10^{-5}$ eV$^{-1}$ in that mode, not shared by $x$, changes its kernel element by about $10^{-5}/0.0113^2=0.08$ eV. The same error in the scalar frozen response changes $U$ by about 0.003 eV.

For all sets tabulated here, the kernels from finite differences of self-consistent solutions agree with (4), evaluated from sums over states and the known $F$, within $10^{-4}$ eV. The numerical output gives the individual values.

## Values computed for the example and the checks

```
hopping 1.2 eV, ligand level -3.0 eV
U_M 6.0, U_L 5.0, J_M 1.5, J_L 0.5 eV
V nearest 2.0, V next-nearest 1.0 eV
M0 occupations: up 0.9846, down 0.1142
M0 moment 0.8704; ligand charge 1.9012
orbital gap 2.2515 eV
M0 frozen response nn -0.060549, nm 0.038833, mm -0.060549 1/eV
M0 self-consistent response nn -0.048329, nm 0.033668, mm -0.060220 1/eV
U retaining own n: direct 6.0000, drag -1.7107, residual -0.1135, total 4.1759 eV
J retaining own m: direct 1.5000, drag -1.8336, residual 0.2433, total -0.0903 eV
U retaining own n,m: direct 6.0000, drag -0.0047, residual -0.1596, total 5.8357 eV
J retaining own n,m: direct 1.5000, drag -0.7756, residual 0.1317, total 0.8561 eV
U retaining all n: direct 6.0000, drag -1.9231, residual -0.0933, total 3.9836 eV
J retaining all m: direct 1.5000, drag -2.6551, residual 0.3406, total -0.8144 eV
U retaining all n,m: direct 6.0000, drag -0.3883, residual -0.0626, total 5.5491 eV
J retaining all n,m: direct 1.5000, drag -0.3567, residual 0.0476, total 1.1909 eV
U in hartree: scalar 0.15346, block 0.21446, full 0.20392
atom-block K_nm 0.9547 eV; full K_nm 0.5341 eV
full inversion: M0-M1 charge coupling 0.7500 eV
drag, own n: M0 moment -0.6413, other M -0.4955, near L -0.4789, far L -0.0255 electrons
drag, own n,m: M0 moment 0.0000, other M -0.8288, near L -0.1060, far L -0.0652 electrons
drag, all n,m: M0 moment 0.0000, other M -0.0000, near L -0.5232, far L -0.4768 electrons
full to own n: start 5.5491, drag -1.2732, residual -0.1000, end 4.1759 eV
full to own m: start 1.1909, drag -1.5205, residual 0.2393, end -0.0903 eV
full to own n,m: start 5.5491, drag 0.3775, residual -0.0909, end 5.8357 eV
block to scalar U: start 5.8357, own-spin drag -1.5767, residual -0.0831, end 4.1759 eV
only M0 interacting: t -0.6413, p -0.03564 1/eV, scalar U 5.3482 eV
zero modes of response with all orbitals: 2
smallest |eigenvalue|, M channels only: 0.01134 1/eV
nonmagnetic ring U: own n 4.8210, own n,m 4.8210, all n 4.9576, all n,m 4.9576 eV
pair: U1 6.0, U2 5.0, V 2.0, scalar U 7.0000 eV
```
